# Bias delay in a pulsed-plasma afterglow cooled by wall losses

## Problem

A pulsed plasma fills a grounded metal cylinder of radius 20 cm and height 30 cm. While the source is on, the bulk plasma sits at the potential \(V_0=15\) V relative to the wall. The source is switched off at \(t=0\), and a bias is to be applied to a substrate once the plasma potential has fallen to \(V_1=3\) V. The wait reduces the energy that the plasma potential itself gives to an arriving ion: a singly charged ion that starts at rest in the bulk and reaches a grounded surface without collisions gains \(eV\) if the potential stays constant during its flight. That is 15 eV at \(V_0\) and 3 eV at \(V_1\). In the falling potential of the afterglow these values are only a guide.

In the afterglow the electron temperature is taken to follow the inverse-square law

\[
T(t)=\frac{T_0}{(1+t/\tau)^2}.
\]

Here \(T\) is an energy, \(e>0\) is the elementary charge, and \(m\) and \(M\) are the electron and ion masses. The ions are singly charged, with the round model mass \(M=40\) u, so that \(M/m=72\,915.5\).

(a) How long must the bias be delayed, in units of \(\tau\), if the potential is proportional to the temperature?

(b) Show that electron losses to the wall lead to both the proportionality and the cooling law, and find \(\tau\) and the delay in microseconds.

(c) What fraction of the plasma is left when the bias starts?

The two voltages alone cannot answer (b), because they contain no time. The chamber size and the ion mass supply it.

The model has one species of cold positive ion and no negative ions. After switch-off there is no heating, no ionization and no radio-frequency drive of the potential, and no bias acts before the end of the delay. Collisions with the gas are left out at first.

## A first estimate by scaling

The wall must receive equal electron and ion currents, or the plasma would charge up. Ions leave at a speed of order \(\sqrt{T/M}\). Electrons move at a speed of order \(\sqrt{T/m}\), but only a fraction of order \(e^{-eV/T}\) can climb the potential. Equating the two and dropping all numerical factors gives

\[
\sqrt{\frac TM}\sim\sqrt{\frac Tm}\,e^{-eV/T}
\quad\Rightarrow\quad
\frac{eV}{T}\sim\frac12\ln\frac Mm=5.60 .
\]

The initial temperature is then about \(15/5.60=2.68\) eV, and the ion speed is

\[
\sqrt{\frac{T_0}{M}}\sim
\sqrt{\frac{2.68\times1.602\times10^{-12}\ \text{erg}}
{40\times1.661\times10^{-24}\ \text{g}}}
=2.54\times10^{5}\ \text{cm/s}.
\]

The length that matters is the volume divided by the wall area. For radius \(R\) and height \(H\),

\[
L=\frac{\pi R^2H}{2\pi R^2+2\pi RH}=\frac{RH}{2(R+H)}
=\frac{20\times30}{2\times50}\ \text{cm}=6\ \text{cm}.
\]

The plasma therefore drains in a time of order \(6/(2.54\times10^5)\) s, or 23.6 μs.

Cooling is faster than draining. An escaping electron takes away at least \(eV\sim5.60\,T\), while the mean thermal energy per electron is \(\tfrac32T\). The initial cooling time is thus about

\[
\frac{1.5}{5.60}\times23.6\ \text{μs}=6.3\ \text{μs}.
\]

This time grows as the plasma cools, because the ion speed falls as \(\sqrt T\). The temperature has to drop by a factor of 5. A representative value is the geometric mean of its end points, \(T_0/\sqrt5\), where the cooling time is longer by \(5^{1/4}=1.50\). Since \(\ln5=1.61\) such times are needed,

\[
t_{\text{est}}\sim6.3\times1.50\times1.61\ \text{μs}\approx15\ \text{μs}.
\]

## Exact solution of the model

### The delay in units of \(\tau\)

If \(V\propto T\), then \(V(t)=V_0/(1+t/\tau)^2\). Setting \(V(t_d)=V_1\) gives

\[
\left(1+\frac{t_d}{\tau}\right)^2=\frac{V_0}{V_1}.
\]

For \(t_d>0\) the bracket is positive, so the positive root applies:

\[
t_d=\tau\left(\sqrt{\frac{V_0}{V_1}}-1\right)
=(\sqrt5-1)\,\tau=1.236\,\tau .
\]

This answers (a). What remains is to justify the proportionality and to find \(\tau\).

### The ion flux

The bulk is taken to be flat, with density \(n\). Next to the wall lies a sheath, where electron and ion densities differ, and between sheath and bulk a thin quasineutral presheath accelerates the ions. The sheath is assumed collisionless and able to follow the slowly changing temperature. For the presheath the model uses a simple rule: the edge density is the one that belongs to ions falling freely from rest in the bulk. This rule is an assumption, not a solution of the presheath. Without ionization or collisions a thin, flat presheath cannot be steady, because ions at rest at its inner side carry no flux.

Let ions enter the sheath with speed \(u\), where both densities equal \(n_s\). At a point whose potential is lower than at the sheath edge by \(\chi T/e\), energy conservation gives the ion speed \(\sqrt{u^2+2\chi T/M}\). With \(\mu=u/\sqrt{T/M}\), flux conservation for the ions and the Boltzmann relation for the electrons give

\[
\frac{n_i}{n_s}=\left(1+\frac{2\chi}{\mu^2}\right)^{-1/2},
\qquad
\frac{n_e}{n_s}=e^{-\chi}.
\]

For small \(\chi\), the difference is

\[
\frac{n_i-n_e}{n_s}\approx\chi\left(1-\frac1{\mu^2}\right).
\]

A sheath that repels electrons needs positive space charge, so \(\mu\) must not be less than 1. The marginal value \(\mu=1\) is sufficient: since \(\ln(1+2\chi)<2\chi\) for \(\chi>0\), one has \((1+2\chi)^{-1/2}>e^{-\chi}\) throughout the sheath. The model takes this marginal value, the Bohm speed

\[
u_B=\sqrt{\frac TM}.
\]

Ions that start at rest in the bulk need a potential drop \(\Delta V\) with \(e\Delta V=\tfrac12Mu_B^2=\tfrac12T\). The Boltzmann relation then gives the edge density \(n_s=n\,e^{-1/2}\), and the ion flux to the wall is

\[
\Gamma_i=n\,e^{-1/2}\sqrt{\frac TM}.
\]

### Why the potential follows the temperature

The electrons are assumed to be Maxwellian, including the fast ones that escape. To reach the wall, an electron needs a velocity component \(v\) toward it with \(\tfrac12mv^2>eV\), where \(V\) is the whole drop from bulk to wall. Substituting \(w=\tfrac12mv^2\), \(dw=mv\,dv\), the electron flux is

\[
\Gamma_e=n\sqrt{\frac{m}{2\pi T}}\int_{eV}^{\infty}e^{-w/T}\,\frac{dw}{m}
=n\sqrt{\frac{T}{2\pi m}}\;e^{-eV/T}.
\]

Equal fluxes require

\[
e^{-1/2}\sqrt{\frac TM}=\sqrt{\frac{T}{2\pi m}}\;e^{-eV/T}.
\]

The factor \(\sqrt T\) cancels. Solving for the exponential and taking the logarithm,

\[
e^{eV/T}=e^{1/2}\sqrt{\frac{M}{2\pi m}}
\quad\Rightarrow\quad
eV=\Lambda T,\qquad
\Lambda=\frac12+\frac12\ln\frac{M}{2\pi m}.
\]

\(\Lambda\) depends on the masses but not on temperature or density, so \(V\) is proportional to \(T\) in this model. The first \(\tfrac12\) is the presheath drop and the logarithm is the sheath drop. Numerically \(\Lambda=5.18\), hence

\[
T_0=\frac{15\ \text{eV}}{5.18}=2.90\ \text{eV},
\qquad
T_1=\frac{3\ \text{eV}}{5.18}=0.579\ \text{eV}.
\]

### The energy carried by an escaping electron

The mean energy in the motion toward the wall, measured in the bulk and weighted by the escaping flux, is

\[
\frac{\int_{eV}^{\infty}w\,e^{-w/T}dw}{\int_{eV}^{\infty}e^{-w/T}dw}
=\frac{T(eV+T)e^{-eV/T}}{T\,e^{-eV/T}}
=eV+T .
\]

The two directions along the wall add \(\tfrac12T\) each. An escaping electron therefore removes \(eV+2T\) from the thermal energy of the bulk. It still has \(2T\) when it hits the wall. The part \(eV\) has gone into the electric field, which passes the same amount to the ion that leaves with it. The electrons thus pay for the ion bombardment. At switch-off the loss is \(15+2\times2.90=20.8\) eV per electron, compared with a mean thermal energy of \(\tfrac32T_0=4.3\) eV.

### The cooling law

With \(\Gamma=\Gamma_i=\Gamma_e\), particle balance for the chamber reads \(d(n\,\text{Vol})/dt=-\Gamma A\), where Vol is its volume and \(A\) its wall area. Dividing by the volume,

\[
\frac{dn}{dt}=-\nu n,
\qquad
\nu=\frac{e^{-1/2}}{L}\sqrt{\frac TM}.
\]

The thermal energy density is \(\tfrac32nT\), so energy balance is

\[
\frac{d}{dt}\left(\frac32nT\right)=-\nu n\,(eV+2T).
\]

The left side is \(\tfrac32n\,dT/dt+\tfrac32T\,dn/dt\), and its second term equals \(-\tfrac32\nu nT\). Moving that term to the right gives

\[
\frac32n\frac{dT}{dt}=-\nu n\left(eV+2T-\frac32T\right)
=-\nu nT\left(\Lambda+\frac12\right).
\]

The subtraction is needed because a lost electron no longer counts in the average: losing one of mean energy would leave the temperature unchanged. Dividing by \(\tfrac32n\),

\[
\frac{dT}{dt}=-\kappa\nu T,
\qquad
\kappa=\frac23\left(\Lambda+\frac12\right)=3.79 .
\]

Now let \(\nu_0\) be the value of \(\nu\) at \(T_0\), and \(y=T/T_0\). Since \(\nu=\nu_0\sqrt y\),

\[
\frac{dy}{dt}=-\kappa\nu_0\,y^{3/2}.
\]

Separating variables and integrating from \(y=1\) at \(t=0\),

\[
\int_1^y y'^{-3/2}\,dy'=2-\frac{2}{\sqrt y}=-\kappa\nu_0t
\quad\Rightarrow\quad
\frac1{\sqrt y}=1+\frac{\kappa\nu_0t}{2}.
\]

Squaring and inverting gives the inverse-square law, with

\[
\tau=\frac{2}{\kappa\nu_0}.
\]

The exponent 2 comes from the square root in the Bohm speed. A loss frequency independent of temperature would have given an exponential.

### Numbers

The initial Bohm speed is \(2.643\times10^5\) cm/s. With \(e^{-1/2}=0.6065\),

\[
\nu_0=\frac{0.6065\times2.643\times10^5\ \text{cm/s}}{6\ \text{cm}}
=2.672\times10^4\ \text{s}^{-1},
\]

\[
\tau=\frac{2}{3.786\times2.672\times10^4\ \text{s}^{-1}}=19.8\ \text{μs},
\]

\[
t_d=1.236\times19.8\ \text{μs}=24.4\ \text{μs}.
\]

Within the model, the answer to (b) is about 24 μs.

### The plasma that remains

Dividing \(dn/n=-\nu\,dt\) by \(dT/T=-\kappa\nu\,dt\) removes the time:

\[
\frac{dn}{n}=\frac1\kappa\frac{dT}{T}
\quad\Rightarrow\quad
\frac{n}{n_0}=\left(\frac{T}{T_0}\right)^{1/\kappa}
=\left(\frac{V}{V_0}\right)^{1/\kappa}.
\]

At the end of the delay this is \(5^{-1/3.786}=0.65\), the answer to (c). The temperature has fallen to one fifth while about two thirds of the ions are still present. The ion flux has dropped further, because it also contains the Bohm speed: it is \(0.654/\sqrt5=0.29\) of its initial value.

### Limits and a lower target

Inserting \(\nu_0\) and \(T_0=eV_0/\Lambda\) into the delay shows what it depends on:

\[
t_d=\frac{3e^{1/2}L\sqrt{M\Lambda}}{\Lambda+\frac12}
\left(\frac{1}{\sqrt{eV_1}}-\frac{1}{\sqrt{eV_0}}\right).
\]

The delay is proportional to \(L\). For a very high initial potential the second term vanishes and the delay stays finite. With the present \(L\), \(M\) and \(V_1\), this limit is \(\sqrt5\,\tau=44\) μs, where \(\tau\) is the value found for 15 V. A hotter plasma starts with more energy per electron, but it loses that energy faster.

For a small drop \(V_0-V_1=\delta\), expanding the square root gives \(t_d\approx\tau\delta/(2V_0)\), which is the initial slope.

The target voltage matters more at the low end. Differentiating the delay,

\[
\frac{dt_d}{dV_1}=-\frac{\tau}{2V_1}\sqrt{\frac{V_0}{V_1}}
=-\frac{19.8\ \text{μs}}{6\ \text{V}}\times2.236
=-7.4\ \text{μs/V}
\]

at 3 V. If the target were 1.5 V, the delay would be \((\sqrt{10}-1)\tau=43\) μs. The last 1.5 V would take 18 μs, compared with 24 μs for the first 12 V.

## Comparison of the estimate with the solution

The estimate gave 15 μs and the solution 24.4 μs, a ratio of 1.6. Each dropped factor can now be traced.

- The density at the sheath edge is lower than in the bulk. This lengthens the delay by \(e^{1/2}=1.65\).
- The estimate used the cooling time at the geometric-mean temperature. In units of \(1/(\kappa\nu_0)\) that gives \(5^{1/4}\ln5=2.41\), while the integral gives \(2(\sqrt5-1)=2.47\), a factor of 1.03.
- The energy ratio in the denominator was 5.60 instead of \(\Lambda+\tfrac12=5.68\), a factor of 0.99.
- The estimated temperature was slightly low, and so was the ion speed. The correction is \(\sqrt{5.18/5.60}=0.96\).

The product is \(1.65\times1.03\times0.99\times0.96\approx1.6\). Nearly the whole gap is the edge density. The energy ratio came out well partly by accident. The estimate left out the kinetic energy \(2T\) of the escaping electron, and also the \(\tfrac32T\) by which its departure lowers the energy to be shared. Together these omissions make the ratio too low by 0.5, but the estimated \(eV/T\) was too high by 0.42, which nearly makes up for it.

A different shortcut is to keep the correct initial cooling rate \(2/\tau\) and assume exponential decay. This gives

\[
t_{\exp}=\frac{\tau}{2}\ln\frac{V_0}{V_1}=15.9\ \text{μs}.
\]

The potential at that moment is still 4.6 V, about 50 percent above the target. The exponential ignores the slowing of the ions as the electrons cool.

The algebra was tested by integrating the particle and energy balances numerically, with the potential found at each instant from flux integrals over the Maxwellian. The delay, the remaining density and the potential at intermediate times agree with the formulas; the values are in the numerical output. This confirms the solution of the model, not the assumptions behind it.

## Where the result can fail

**Gas collisions.** Elastic collisions of electrons with gas atoms add the term \(-(2m/M_g)\nu_g(T-T_g)\) to \(dT/dt\), where \(M_g\) is the mass of a gas atom, \(\nu_g\) the momentum-transfer frequency and \(T_g\) the gas temperature. For \(M_g=M\), \(\nu_g=10^7\ \text{s}^{-1}\) and gas at 300 K, the coefficient is \(2\times10^7/72\,915.5=274\ \text{s}^{-1}\). The wall cooling rate \(\kappa\nu\) falls from \(1.0\times10^5\) to \(4.5\times10^4\ \text{s}^{-1}\) during the delay, so this loss is a correction of less than one percent. Numerical integration gives a delay shorter by 0.43 percent.

That figure covers only the heat that electrons give to the gas. The same gas also slows the ions, which can matter far more. In argon at the initial temperature, this \(\nu_g\) corresponds to roughly \(10^{14}\) atoms per cm³; at fixed gas density it falls strongly as the electrons cool, so the constant value overstates the elastic loss. With an ion-atom cross section of order \(10^{-14}\ \text{cm}^2\), the ion mean free path is about 1 cm, shorter than \(L\). The ions then no longer fall freely toward the wall, and the edge density \(n\,e^{-1/2}\) does not apply. The collisionless model needs a lower gas pressure, but in argon this conflicts with the starting values. If the plasma is steady before switch-off, ionization balances the wall loss. For Maxwellian electrons at 2.9 eV and \(L=6\) cm this takes a gas density of order \(10^{14}\ \text{cm}^{-3}\), where the ions are collisional and ionization is not negligible in the first microseconds. At a density low enough for the ion mean free path to equal \(L\), the same balance with the model's wall loss gives about 5 eV and a potential near 27 V. Free-falling ions together with \(V_0=15\) V are therefore a model case, not a steady argon discharge in this chamber.

Inelastic collisions can also matter much more than elastic recoil, and they are not included. In argon at the gas density just given, excitation of the atoms can at first cool the electrons about as fast as the wall does. This loss dies off quickly as \(T\) falls: with standard rate fits for excitation and ionization and unchanged wall losses, the delay shortens by only about ten percent. The sign of their effect follows from \(t_d=\int_{T_1}^{T_0}dT/|dT/dt|\): a further loss that increases \(|dT/dt|\) at each temperature, with \(\Lambda\) and the wall losses unchanged, shortens the delay. Residual heating lengthens it.

**The fast electrons.** The electrons that escape are those with energies above about five times \(T\). In a Maxwellian only about 1.6 percent of the electrons have energies above \(eV\), so to sustain the initial wall loss this group must be renewed at a rate of about \(\nu_0/0.016=1.7\times10^6\ \text{s}^{-1}\). Collisions between electrons reach such a rate at 15 eV only for densities of order \(10^{12}\ \text{cm}^{-3}\), so in a thinner plasma the Maxwellian tail is not assured, and even at that density it is somewhat depleted. If collisions do not replace the fast electrons quickly enough, the tail is depleted. Fewer electrons then reach the wall at a given \(V\), and the fluxes balance at a smaller \(eV/T\). An estimate with isotropic electrons and energy diffusion by Coulomb collisions gives \(eV/T\) of about 4.5 at \(T_0\) and 5.1 at \(T_1\) for \(10^{12}\ \text{cm}^{-3}\), and about 3.3 and 4.8 for \(10^{11}\ \text{cm}^{-3}\), against 5.18 for a full Maxwellian. The ratio rises as the electrons cool and collide more often. At such densities \(V\) is not proportional to \(T\), and the potential no longer follows the inverse-square law even if the temperature does.

**The ion profile.** During the time \(\tau\) an ion at the initial Bohm speed travels \(u_B\tau=5.2\) cm, which is close to \(L\). The ions therefore have little time to settle into a fixed profile while the electrons cool. The edge density need not be \(e^{-1/2}\) of the mean, and its ratio to the mean may change with time. A lower edge density lengthens the delay. On the other hand, ions already moving toward the wall at switch-off keep their speed while the Bohm speed falls, which shortens it. Either effect can reach some tens of percent, so for a real chamber the 24 μs is an estimate. A different but constant ratio would keep the inverse-square law, but it would change \(\Lambda\), \(T_0\), \(\kappa\) and \(\tau\), and with them the delay and the remaining fraction. In a real chamber the delay is therefore better read directly from a measured decay of \(V(t)\). If \(1/\sqrt{V}\) rises linearly with time, the potential follows the inverse-square law over the measured range, and the ratio of intercept to slope is \(\tau\). The temperature follows the same law only if \(eV/T\) stays constant. If the plot of \(1/\sqrt{V}\) bends, as it can when ions keep their speed while the Bohm speed falls, no single \(\tau\) describes the decay.

**The bias itself.** The 3 V is the potential just before the bias is applied. Afterwards the biased electrode takes part in the current balance, and the plasma potential has to be found again from the currents to all surfaces.

## Table of computed values

```
Ion mass: 40.0 u
Chamber radius: 20.0 cm
Chamber height: 30.0 cm
Volume / wall area L: 6.000 cm
Initial potential V0: 15.0 V
Target potential V1: 3.0 V
Mass ratio M/m: 72915.5
Lambda = eV/T: 5.1796
Initial electron temperature T0: 2.8960 eV
Final electron temperature T1: 0.5792 eV
Initial energy taken per escaping electron: 20.792 eV
Initial Bohm speed: 2.6430e+05 cm/s
Initial wall-loss frequency nu0: 2.6718e+04 1/s
kappa: 3.7864
Cooling time tau: 19.770 microseconds
Ratio delay/tau: 1.2361
Delay from formula: 24.437 microseconds
Delay from integrated balances: 24.437 microseconds
Density left, formula: 0.6537 of initial
Density left, integrated: 0.6537 of initial
Integrated potential at 5 microseconds: 9.555 V
Integrated potential at 10 microseconds: 6.615 V
Integrated potential at 20 microseconds: 3.707 V
Exponential-guess delay: 15.909 microseconds
Potential actually left at that time: 4.605 V
Gas momentum-transfer frequency: 1.0e+07 1/s
Gas temperature: 300 K
Delay with elastic gas cooling: 24.333 microseconds
Shortening by elastic cooling: 0.43 percent
```
